\section*{Second-harmonic polarimetry of a 4mm ferroelectric with in-plane polar axis, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: from the crystal to the source}

\subsection{The situation}

A ferroelectric film lies under a microscope, with its spontaneous polarization somewhere in the plane of the film. Infrared laser light arrives along the film normal. A half-wave plate turns the direction of the light's electric field, and a detector behind an analyzer records light at twice the laser frequency. As the plate turns, the signal rises and falls. What does this curve say about the direction of the polar axis and about the nonlinear coefficients of the crystal?

The film is taken to be a single domain of tetragonal symmetry $4mm$. Axis 3 is the fourfold axis, which is also the polar axis, and it lies in the film plane. The nonlinear response is the electric-dipole response of the bulk, so surface contributions are left out. The pump is a plane wave that loses a negligible part of its power, and the film is transparent at both frequencies.

\subsection{One field component}

Let the pump field first lie along the polar axis, and keep the polarization induced along that same axis. The real field is
\begin{equation}
E(t)=\mathrm{Re}\,[E e^{-i\omega t}]
=\tfrac12\left(Ee^{-i\omega t}+E^*e^{i\omega t}\right),
\end{equation}
and an instantaneous quadratic response gives $P(t)=\varepsilon_0\chi E(t)^2$. Squaring the field gives
\begin{equation}
E(t)^2=\tfrac14\left(E^2e^{-2i\omega t}+E^{*2}e^{2i\omega t}+2|E|^2\right)
=\tfrac12\mathrm{Re}\,[E^2e^{-2i\omega t}]+\tfrac12|E|^2 .
\end{equation}
The last term is a static polarization, called optical rectification. The first oscillates at $2\omega$. Writing it as $\mathrm{Re}\,[P e^{-2i\omega t}]$ identifies the complex amplitude
\begin{equation}
P=\tfrac12\varepsilon_0\chi E^2=\varepsilon_0 dE^2,\qquad d=\tfrac12\chi .
\end{equation}
The coefficient $d$ is half of $\chi$, and with this definition of the amplitudes no further factor of two appears. In a dispersive crystal the relation $P=\varepsilon_0dE^2$ between amplitudes serves as the definition of $d$ at the given pump frequency.

There is an immediate limit. Inversion changes the signs of both $E$ and $P$, but leaves $E^2$ unchanged. A crystal with an inversion centre must keep the same $d$, so $P=-P=0$. The signal therefore requires broken inversion symmetry, which a ferroelectric polarization supplies.

\subsection{Three field components}

For a general field direction the amplitude relation becomes
\begin{equation}
P_i=\varepsilon_0\sum_{jk}d_{ijk}E_jE_k .
\end{equation}
The product $E_jE_k$ is symmetric, so any part of $d_{ijk}$ antisymmetric in $j,k$ would cancel from the sum. We may set $d_{ijk}=d_{ikj}$.

The crystal symmetry removes most of the components. If $R$ is a symmetry operation of the crystal, the transformed tensor must equal the original one:
\begin{equation}
d_{abc}=\sum_{ijk}R_{ai}R_{bj}R_{ck}d_{ijk}.
\end{equation}
The mirror that reverses axis 1 multiplies a component by $-1$ for each index equal to 1. A component with an odd number of such indices equals its own negative and vanishes. The mirror that reverses axis 2 does the same for index 2. With three index positions, the survivors are
\begin{equation}
d_{333};\quad d_{311},\ d_{322};\quad
d_{113},\ d_{131};\quad d_{223},\ d_{232}.
\end{equation}
The fourfold rotation carries axis 1 into axis 2, and axis 2 into the negative of axis 1. In each surviving component the indices 1 and 2 occur in pairs, so the minus signs cancel. This gives $d_{311}=d_{322}$ and $d_{113}=d_{223}$. Together with the symmetry in the last two indices, three independent constants remain:
\begin{align}
d_{33}&=d_{333},\\
d_{31}&=d_{311}=d_{322},\\
d_{15}&=d_{113}=d_{131}=d_{223}=d_{232}.
\end{align}
The two-index names use the usual contraction, in which 5 stands for the pair 13. We do not assume Kleinman symmetry, which would permit exchange of the first index with the others and set $d_{15}=d_{31}$.

Now write out the sums. Along axis 3,
\begin{equation}
P_3=\varepsilon_0\left[d_{33}E_3^2+d_{31}(E_1^2+E_2^2)\right].
\end{equation}
Along axis 1 two equal terms appear:
\begin{equation}
P_1=\varepsilon_0(d_{113}E_1E_3+d_{131}E_3E_1)=2\varepsilon_0d_{15}E_1E_3,
\end{equation}
and similarly $P_2=2\varepsilon_0d_{15}E_2E_3$. With $\mathbf E=E_3\mathbf e_3+\mathbf E_\perp$, where $\mathbf E_\perp$ is perpendicular to axis 3, the three equations combine into
\begin{equation}
\frac{\mathbf P}{\varepsilon_0}
=\left[d_{33}E_3^2+d_{31}\mathbf E_\perp\!\cdot\mathbf E_\perp\right]\mathbf e_3
+2d_{15}E_3\mathbf E_\perp .
\label{vector}
\end{equation}
The dot product contains no complex conjugation. Equation (\ref{vector}) singles out no direction perpendicular to $\mathbf e_3$. The quadratic response is thus unchanged by any rotation about the polar axis, although the crystal itself has a fourfold axis. It follows that the film normal may be any direction perpendicular to $\mathbf e_3$.

\subsection{Normal incidence}

Let $\mathbf n$ be the film normal, pointing along the beam, and let $\mathbf t$ be the in-plane direction perpendicular to $\mathbf e_3$. The pump is linearly polarized at angle $\phi$ to the polar axis:
\begin{equation}
\mathbf E=E(\cos\phi\,\mathbf e_3+\sin\phi\,\mathbf t).
\end{equation}
Thus $E_3=E\cos\phi$ and $\mathbf E_\perp=E\sin\phi\,\mathbf t$. Inserting these into (\ref{vector}), and using $2\sin\phi\cos\phi=\sin2\phi$, gives
\begin{align}
P_\parallel&=\varepsilon_0E^2(d_{33}\cos^2\phi+d_{31}\sin^2\phi),
\label{par}\\
P_\perp&=\varepsilon_0E^2d_{15}\sin2\phi .
\label{perp}
\end{align}
Here $\parallel$ means along the polar axis, and $\perp$ means along $\mathbf t$. They do not refer to the pump polarization, which turns during the measurement. There is no source along $\mathbf n$, because the pump has no component there.

The limits $\phi=0$ and $\phi=90^\circ$ can be obtained from symmetry alone. The mirror that reverses $\mathbf t$ leaves the quadratic response (\ref{vector}) unchanged, even for a film normal that does not make it a mirror of the crystal itself. At $\phi=0$ it also leaves the pump field unchanged, so the source cannot have a component along $\mathbf t$. At $\phi=90^\circ$ it reverses the pump field, but the source is quadratic and does not notice. Again $P_\perp=0$, in agreement with (\ref{perp}).

For numbers, take $d_{33}=7$, $d_{31}=16$ and $d_{15}=17$ pm/V, rough values in the regime of tetragonal barium titanate near a pump wavelength of one micrometre. At $\phi=30^\circ$,
\begin{align}
7(0.75)+16(0.25)&=9.25\ \text{pm/V},\\
17\sin60^\circ&=14.7\ \text{pm/V}
\end{align}
are the parallel and perpendicular source coefficients. The other angles follow in the same way:
\begin{center}
\begin{tabular}{ccc}
$\phi$ & parallel (pm/V) & perpendicular (pm/V)\\
$0^\circ$ & 7.0 & 0\\
$30^\circ$ & 9.3 & 14.7\\
$45^\circ$ & 11.5 & 17.0\\
$60^\circ$ & 13.8 & 14.7\\
$90^\circ$ & 16.0 & 0
\end{tabular}
\end{center}
Since $d_{31}>d_{33}$ here, the parallel source is largest when the pump is polarized across the polar axis. The direction of strongest signal is therefore not by itself the direction of the ferroelectric polarization.

\subsection{What fixed analyzers reveal}

Suppose for now that both source components radiate with the same complex factor. The second half finds when this is justified. With the analyzer along $\mathbf e_3$, the intensity is proportional to
\begin{equation}
S_\parallel=(d_{33}\cos^2\phi+d_{31}\sin^2\phi)^2 .
\end{equation}
Using $\cos^2\phi=(1+\cos2\phi)/2$ and $\sin^2\phi=(1-\cos2\phi)/2$, define
\begin{equation}
s=\frac{d_{33}+d_{31}}2,\qquad g=\frac{d_{33}-d_{31}}2 .
\end{equation}
Then
\begin{align}
S_\parallel&=(s+g\cos2\phi)^2\nonumber\\
&=s^2+2sg\cos2\phi+g^2\cos^22\phi\nonumber\\
&=\left(s^2+\frac{g^2}2\right)+2sg\cos2\phi+\frac{g^2}2\cos4\phi .
\end{align}
For the example $s=11.5$ and $g=-4.5$ pm/V. The three amplitudes are $142.4$, $-103.5$ and $10.1$ (pm/V)$^2$. If the second is nonzero, the ratio of the last two gives $g/s$:
\begin{equation}
\frac gs=4\,\frac{g^2/2}{2sg}=4\,\frac{10.1}{-103.5}=-0.39,
\qquad
\frac{d_{31}}{d_{33}}=\frac{1-g/s}{1+g/s}=2.3 .
\end{equation}
The curve thus gives the relative sign of $d_{31}$ and $d_{33}$ as well as the size of their ratio. If they have opposite signs, $S_\parallel$ vanishes where
\begin{equation}
\tan^2\phi=-\frac{d_{33}}{d_{31}} .
\end{equation}
Reversing the sign of $d_{31}$ in the example would put this zero at $\phi=33.5^\circ$. With equal signs there is no such zero.

An analyzer along $\mathbf t$ gives $S_\perp=d_{15}^2\sin^22\phi$, which does not contain the sign of $d_{15}$. To find that sign relative to the other two, the two sources must interfere. Turn the analyzer by $45^\circ$ from $\mathbf e_3$, in the same sense as $\phi$. It projects the source onto $(\mathbf e_3+\mathbf t)/\sqrt2$. With the pump also at $45^\circ$,
\begin{equation}
S_{45}=\frac12\left(\frac{d_{33}+d_{31}}2+d_{15}\right)^2
=\frac{(11.5+17)^2}{2}=406\ (\text{pm/V})^2 .
\end{equation}
If $d_{15}$ were negative, the result would be $(11.5-17)^2/2=15$ (pm/V)$^2$. A common reversal of all three signs leaves both intensities unchanged.

\subsection{An analyzer that turns with the pump}

Many arrangements keep the analyzer parallel to the pump polarization,
$\mathbf p=\cos\phi\,\mathbf e_3+\sin\phi\,\mathbf t$, or crossed to it,
$\mathbf q=-\sin\phi\,\mathbf e_3+\cos\phi\,\mathbf t$. Projecting the source onto $\mathbf p$ gives the coefficient
\begin{align}
D_p&=\cos\phi(d_{33}\cos^2\phi+d_{31}\sin^2\phi)
+\sin\phi(2d_{15}\sin\phi\cos\phi)\nonumber\\
&=\cos\phi\left[d_{33}\cos^2\phi+(d_{31}+2d_{15})\sin^2\phi\right].
\label{copolar}
\end{align}
Projection onto $\mathbf q$ gives
\begin{align}
D_q&=-\sin\phi(d_{33}\cos^2\phi+d_{31}\sin^2\phi)
+\cos\phi(2d_{15}\sin\phi\cos\phi)\nonumber\\
&=\sin\phi\left[(2d_{15}-d_{33})\cos^2\phi-d_{31}\sin^2\phi\right].
\end{align}
A special case makes the result easy to picture. If $d_{33}=d_{31}+2d_{15}$, then $D_p=d_{33}\cos\phi$ and $D_q=-d_{31}\sin\phi$, and each intensity has two simple lobes. Departures from this relation produce the more structured patterns.

When $d_{33}$ and $d_{31}+2d_{15}$ have the same sign, the bracket in (\ref{copolar}) cannot vanish. The zero of $D_p$ then occurs at $\phi=90^\circ$, and marks the direction perpendicular to the polar axis. The crossed signal is less direct. It vanishes at $\phi=0$, but in the example it also vanishes where $\tan^2\phi=(34-7)/16$, or $\phi\approx52^\circ$.

\section{Second half: from the source to the signal}

\subsection{What is carried forward}

The polar axis $\mathbf e_3$ and the transverse direction $\mathbf t$ lie in the film plane, and the pump is polarized at $\phi$ to $\mathbf e_3$. The source amplitudes are
\begin{equation}
\frac{P_\parallel}{\varepsilon_0E^2}=d_{33}\cos^2\phi+d_{31}\sin^2\phi,
\qquad
\frac{P_\perp}{\varepsilon_0E^2}=d_{15}\sin2\phi .
\end{equation}
For a general field they come from
\begin{equation}
\frac{\mathbf P}{\varepsilon_0}
=\left[d_{33}E_3^2+d_{31}\mathbf E_\perp\!\cdot\mathbf E_\perp\right]\mathbf e_3
+2d_{15}E_3\mathbf E_\perp .
\label{again}
\end{equation}
The example uses $d_{33},d_{31},d_{15}=7,16,17$ pm/V. What remains is to allow for other domains, for propagation through the film, and for a beam that is not quite normal.

\subsection{Other domain orientations}

Reversing the ferroelectric polarization replaces $\mathbf e_3$ by $-\mathbf e_3$. For a fixed field this changes $E_3$ to $-E_3$ and leaves $\mathbf E_\perp$ alone. In (\ref{again}) the first term changes sign through its unit vector, and the second through $E_3$. The source is reversed as a whole, and its intensity is unchanged. Opposite domains can be told apart through the phase of their second harmonic, which requires interference with a reference wave.

Next consider a domain whose polar axis has turned by $90^\circ$ within the film. Keep laboratory axes $Z$ and $Y$ along the original $\mathbf e_3$ and $\mathbf t$, and keep measuring $\phi$ from $Z$. The new polar field component is $E_Y=E\sin\phi$, so
\begin{align}
P_Y&=\varepsilon_0E^2(d_{33}\sin^2\phi+d_{31}\cos^2\phi),\\
P_Z&=\varepsilon_0E^2d_{15}\sin2\phi .
\end{align}
With pump and analyzer both along $Z$, the original domain is bright and the turned one is dark. If instead the polar axis stands along the film normal, then $E_3=0$. The source is $\varepsilon_0d_{31}E^2\mathbf n$, with no transverse part, and a plane-wave source of this kind sends no light along the normal.

We now have the second-harmonic source for any pump polarization at normal incidence, what different analyzer settings reveal about the coefficients, and how other domain orientations change the source. What remains is to allow for propagation through the film and for a beam that is not quite normal.
